Strain derivative of an adatom hopping barrier from elastic dipoles, part 1

(Sections cited here and not found follow in the second part.)

## First half: from one coordinate to a whole surface

### A hop with one coordinate

Let an adatom move along a path with one dimensionless coordinate q, and let η be a small strain applied to the surface. Take the energy

E(q,η) = V(3q² − 2q³) − η(a + bq).

The constants V, a and b are energies, and V is positive. At η = 0 the slope is 6Vq(1 − q), which vanishes at q = 0 and q = 1. The second derivative, 6V(1 − 2q), is +6V at the first point and −6V at the second. The first is the initial minimum, the second is the top of the barrier, and the barrier height is V.

Under strain both points move, because the term −ηbq pushes on the adatom. The stationary condition is

6Vq(1 − q) = ηb.

Write q = 1/2 + y, so that q(1 − q) = 1/4 − y². Then

y² = 1/4 − ηb/(6V), or y = ∓s/2 with s = √(1 − 2bη/(3V)).

The second derivative is 6V(1 − 2q) = −12Vy, so the minimum lies at y = −s/2 and the top at y = +s/2. Substitution of q = 1/2 + y into the cubic gives

3q² − 2q³ = 1/2 + (3/2)y − 2y³.

The constants cancel between top and minimum, and the odd powers add:

E_b = V[(3/2)s − (1/2)s³] − ηbs.

The definition of s gives ηb = (3V/2)(1 − s²). Inserting this,

E_b = V[(3/2)s − (1/2)s³ − (3/2)s + (3/2)s³] = Vs³ = V[1 − 2bη/(3V)]^(3/2).

For small strain,

E_b = V − bη + b²η²/(6V) + …

The slope of the barrier is therefore −b. Now compare this with what is found without following the moving points. Define the elastic dipole of a configuration as minus the strain derivative of its energy at fixed q:

P(q) = −∂E/∂η = a + bq.

It equals a at the unstrained minimum and a + b at the unstrained top. Their difference, initial minus saddle, is −b, which is the slope of the fully relaxed barrier. The constant a, a strain energy common to both states, has cancelled.

The example also shows where the expansion ends. At η = 3V/(2b), s vanishes: minimum and top merge, and no barrier remains to be differentiated. In this example the slope and the height at zero strain together locate the merger; for a general energy they need not.

### The convention for a surface

A surface has many atomic coordinates and a strain tensor. Let the in-plane strain ε_ab be symmetric and imposed on the periodic cell, with the surface normal free of traction. Every atom has a coordinate vector u in the unstrained frame, and its actual position is

R = (1 + ε)u.

Holding u fixed while ε changes thus means carrying all atoms along with a uniform deformation. Changes of u describe relaxation on top of that deformation.

Call the energy with the adatom E(u,ε), and let E_clean be the relaxed energy of the same piece of surface without it. The convention used here is

P_ab = −∂(E − E_clean)/∂ε_ab at ε = 0.

In words, the change of energy due to the adatom is −P_ab ε_ab, summed over both indices. A configuration with a positive P_xx is favoured by tension along x. For a shear ε_xy = ε_yx = η, both entries contribute and the energy change is −2P_xy η.

The statement to be shown is

∂E_b/∂ε_ab = P_ab(initial) − P_ab(saddle).

If the dipole is instead defined as D_ab = +∂(E − E_clean)/∂ε_ab, then D = −P and the same physical slope reads D_ab(saddle) − D_ab(initial). A dipole quoted without its sign convention does not determine whether tension raises or lowers the barrier.

### Why relaxation drops out at first order

Choose one strain pattern M_ab and write ε_ab = ηM_ab. The energy is then a function E(u,η), with u standing for the list of all coordinates. At the initial minimum and at the saddle the forces vanish:

∂E/∂u = 0.

First, the stationary point must survive a small strain. Suppose it moves along u(η). Differentiating the force condition along this path gives

H du/dη + ∂²E/∂u∂η = 0,

where H is the matrix of second derivatives with respect to u. Hence

du/dη = −H⁻¹ ∂²E/∂u∂η.

This needs H to be invertible; it does not need H to be positive. A saddle with one negative eigenvalue is as acceptable as a minimum. For a smooth energy the implicit function theorem then guarantees a unique nearby stationary point for small enough η. The eigenvalues change continuously, so none changes sign for small η, and a first-order saddle remains one.

Rigid translations need a separate remark, since they make H singular. Moving all atoms together costs nothing, so the forces sum to zero at every η. Differentiating that sum with respect to η shows that ∂²E/∂u∂η also has no component along a translation. The equation for du/dη can therefore be solved in the remaining directions. The undetermined common shift has no effect on the energy. Below, H⁻¹ means the inverse with translations removed.

Now differentiate the energy along the path of stationary points:

dE/dη = ∂E/∂η + (∂E/∂u)·(du/dη).

The second term is zero because the first factor is zero. What remains is the derivative at fixed u:

dE/dη = ∂E/∂η.

The adatom may shift along its path, its neighbours may spread and its height may change, all at first order in strain. The energy of these shifts begins at second order, because they start from a point of zero force.

Apply this to both configurations. With the definition of P,

dE_i/dη = dE_clean/dη − P_ab(i)M_ab,
dE_s/dη = dE_clean/dη − P_ab(s)M_ab.

Here i is the initial state and s the saddle. Subtracting the first line from the second,

dE_b/dη = [P_ab(i) − P_ab(s)]M_ab.

Since M is an arbitrary in-plane pattern, this is the tensor statement. For equal strain in x and y, M_xx = M_yy = 1, it gives the difference of P_xx + P_yy.

The cancellation of the clean surface requires the same cell, the same atoms and the same strain in both states. The common term contains the surface stress of the whole cell and may be far larger than either dipole.

The argument can be repeated at any strain at which both points still exist. The slope there is the difference of the dipoles evaluated in the strained, relaxed configurations. The zero-strain dipoles give the tangent at zero.

One freedom is worth checking. Suppose another frame is used, in which u = v + ηc(v), so that atoms held at fixed v are carried along differently. The derivative at fixed v is ∂E/∂η + (∂E/∂u)·c. The extra term vanishes at a stationary point, so the dipole there does not depend on how atoms inside the cell are carried along. Away from a stationary point it does.

### Second order, tested on the simple case

Relaxation enters at the next order. Differentiate dE/dη = ∂E/∂η once more along the path:

d²E/dη² = ∂²E/∂η² + (∂²E/∂η∂u)·(du/dη).

Inserting du/dη gives

d²E/dη² = E_ηη − E_ηu H⁻¹ E_uη,

with subscripts for partial derivatives. At a minimum H is positive, so relaxation lowers the curvature or leaves it unchanged. At a saddle the unstable direction contributes with the opposite sign.

For the one-coordinate hop, E_ηη = 0 and E_ηu = −b. The minimum has H = 6V and curvature −b²/(6V). The top has H = −6V and curvature +b²/(6V). The barrier curvature is their difference, b²/(3V). This agrees with the term b²η²/(6V) in the expansion, since half the curvature multiplies η².

The same reasoning says how accurately a structure must be relaxed. If the coordinates are wrong by a small δu, the energy is wrong by (1/2)δu·H·δu, which is second order. The dipole is wrong by −E_ηu·δu, which is first order. A structure good enough for the barrier need not be good enough for its strain derivative.

### The dipole as a sum over bonds

Suppose the energy depends on distances between atoms. Let T be its derivative with respect to the length r of one bond, all other lengths being held fixed. If d is the bond vector in the unstrained frame, then

r² = |(1 + ε)d|² = d·d + 2d_a ε_ab d_b + O(ε²).

Therefore dr = d_a d_b dε_ab/r at zero strain, and

∂E/∂ε_ab = Σ T d_a d_b/r,

where each bond is counted once and bonds across the cell boundary are included. A stretched bond with T > 0 contributes a positive energy derivative, hence a negative dipole: it pulls inward.

The normal component has a special value. The slab is not periodic along z, so a uniform stretch along z merely moves each atom n by an amount proportional to its height z_n. Thus

∂E/∂ε_zz = Σ_n z_n ∂E/∂z_n = 0

in a relaxed slab. The same holds for the clean slab, so P_zz = 0. If in-plane strain is accompanied by a uniform contraction along the normal, that contraction adds no first-order term. The in-plane components escape this argument because the periodic cell is itself stretched, which moving atoms inside a fixed cell cannot do.

A small geometry makes the role of height visible. Put the adatom at height z midway between two fixed surface atoms whose half-separation is ℓ(1 + η). Let each of these bonds have energy φ(r), and let g(z) represent the rest of the surface. Then

E = 2φ(r) + g(z), with r² = ℓ²(1 + η)² + z².

At zero strain the derivative at fixed height is 2φ′ℓ²/r. Vertical balance requires 2φ′z/r + g′ = 0, so φ′ = −g′r/(2z). Hence

P = −2φ′ℓ²/r = g′ℓ²/z.

If the rest of the surface pulls the adatom down, g′ > 0. The two bonds are then compressed and the adatom pushes its supporting atoms apart. If g is absent and the best bond length is greater than ℓ, P = 0. This limit can be seen directly: the adatom changes its height to keep both bonds at their best length, and its relaxed energy is unaffected by small strain. At an unrelaxed height φ′ would not vanish, and the same bond sum would report a dipole that is not there.

### Fixed strain and fixed load

A real sample may be held by a load instead of a fixed strain. For one strain pattern, let K be the stiffness of the cell, taken equal in both states, and let S be the load after subtraction of the clean surface stress. The energy including the load is

G(η) = E₀ − (S + P)η + (1/2)Kη².

Its minimum lies at η = (S + P)/K. The adatom thus changes the equilibrium strain by P/K, an expansion if P > 0. At the minimum, G = E₀ − (S + P)²/(2K). Subtracting the initial state from the saddle,

G_b = E_b(0) + (P_i − P_s)S/K + (P_i² − P_s²)/(2K).

The ratio S/K is the strain of the clean cell, so the middle term is the result already found. The last term falls as the cell grows, since K is proportional to its volume. For a dilute adatom on a large sample, fixed load and fixed strain give the same first-order slope.

## Second half: a hop on an fcc(100) surface

### Symbols and results carried over

The in-plane strain is ε_ab, and η is the size of a chosen strain pattern. The dipole is P_ab = −∂(E − E_clean)/∂ε_ab, so positive P means that tension favours the configuration. The barrier E_b is the saddle energy minus the initial energy, with

∂E_b/∂ε_ab = P_ab(initial) − P_ab(saddle).

Relaxation affects the curvature through −E_ηu H⁻¹ E_uη, where H is the matrix of second derivatives in the atomic coordinates. The normal component P_zz vanishes for a free surface.

### Model and numbers at zero strain

The example uses a second-moment tight-binding energy. Each atom i has repulsion from its neighbours and a cohesive term that grows as the square root of a neighbour sum:

E = Σ_i [Σ_j A e^(−p(r_ij/r₀−1)) − √ρ_i],
ρ_i = Σ_j ξ² e^(−2q(r_ij/r₀−1)).

Here q is a decay constant, no longer the path coordinate. The parameters are A = 0.10 eV, ξ = 1.20 eV, p = 11, q = 3 and r₀ = 0.29 nm. Both exponentials are multiplied by a smooth function that falls from one to zero between 0.43 and 0.50 nm.

The bond derivative T follows by the chain rule. Write f(r) for the repulsion and h(r) for one term of ρ, cutoff included. A bond between i and j appears twice in the repulsion and once in each of ρ_i and ρ_j, so

T = 2f′ − h′/(2√ρ_i) − h′/(2√ρ_j).

The square root makes the energy a many-body one, yet the bond sum for the dipole still applies.

The bulk neighbour distance is 0.2910 nm. The slab has 4 × 4 atoms in each of five layers, plus one adatom, and its cell is fixed by the bulk spacing. The directions x and y run along the close-packed rows. The adatom starts in a fourfold hollow and hops along x over a bridge formed by two surface atoms that are neighbours along y.

Relaxation gives a minimum at the hollow and a saddle with one unstable mode at the bridge. The barrier is 0.433 eV. The dipoles, in eV, are:

hollow: P_xx = 1.020, P_yy = 1.020
bridge: P_xx = −0.505, P_yy = 0.693

The shear components vanish in both cases, as the mirror planes of the two sites require. The largest P_zz found is below 10⁻¹¹ eV, in agreement with the free-surface argument.

The clean slab has ∂E/∂ε_xx = 15.868 eV. This comes from the surface stress of the two faces, multiplied by their area, and is not an adatom property. With the adatom in the hollow the total is 15.868 − 1.020 = 14.848 eV; at the bridge it is 15.868 + 0.505 = 16.373 eV. Their difference, taken before rounding, is 1.526 eV whether or not the clean value is subtracted first.

The first-order strain slope of a relaxed barrier is the initial dipole minus the saddle dipole, and the model has supplied both dipoles for the hop on the fcc(100) surface. It remains to test the resulting slopes against fully relaxed barriers, and to see how far they hold under larger strain, at finite temperature and beside a competing exchange mechanism.

All numerical values are calculated from the stated model.
